\section*{Why the $g$ anisotropy does not fix the zero-field splitting, part 2}

The questioner's relation $D=\lambda(g_\parallel-g_\perp)/2$ is being tested for a $d^n$ ion with an orbitally nondegenerate ground multiplet $|0,S,M\rangle$ of highest spin. $H_0$ holds the one-electron ligand field (orbital energies $\varepsilon$) and the Coulomb repulsion (Racah parameters $A,B,C$); $H_{SO}=\zeta\sum_i\mathbf l_i\cdot\mathbf s_i$. Spin-spin coupling and covalency are left out; $\hbar=1$, energies are in cm$^{-1}$. In axial symmetry $D=D_{zz}-D_{xx}$, likewise for its parts $D^{(0)}$ and $D^{(-1)}$.

Excited states $b$ of spin $S$, at energies $\Delta_b$, give $g=g_e-2\lambda\Lambda$ and $D^{(0)}_{kl}=-\lambda^2\Lambda_{kl}$, with $\Lambda_{kl}=\sum_b\langle0|L_k|b\rangle\langle b|L_l|0\rangle/\Delta_b$ and $\lambda=\pm\zeta/2S$ ($+$ for $d^3$, $-$ for $d^8$). States of spin $S-1$ leave $g$ unchanged at order $\zeta$ but add to $D$, with $A_k=\zeta\sum_il_{ik}s_{iz}$,
\begin{equation}
D^{(-1)}_{kl}=\frac{+1}{2S-1}\sum_{b}\frac{\langle0,S,S{-}1|A_k|b\rangle\langle b|A_l|0,S,S{-}1\rangle}{\Delta_b},
\label{dflip}
\end{equation}
\begin{equation}
H^{(-1)}=\sum_{kl}D^{(-1)}_{kl}\Big(\tfrac12\{S_k,S_l\}-S^2\delta_{kl}\Big).
\label{form}
\end{equation}
The spin form came from projectors built with $X_{kl}=-i\epsilon_{mkl}S_m$, which has eigenvalues $S,-1,-(S+1)$ for $J=S+1,S,S-1$ and $(X^2)_{kl}=S(S+1)\delta_{kl}-S_lS_k$.

The tetragonal model has degenerate $e$ orbitals, $\Delta_z=\varepsilon_e-\varepsilon_{xy}$, $\Delta_x=\varepsilon_e-\varepsilon_{xz}=\varepsilon_e-\varepsilon_{yz}$. The Coulomb operator commutes with $L_k$, so for $d^8$ $L_k|0\rangle$ lies at exactly $\Delta_k$ and $\Lambda_{kk}=4/\Delta_k$. Also $l_zd_{xy}=-2i\,d_{x^2-y^2}$, $l_zd_{xz}=i\,d_{yz}$, $l_zd_{yz}=-i\,d_{xz}$; a bar marks spin down. For $t\neq t'$ in $t_2$, $J_{tt}=A+4B+3C$, $J_{tt'}=A-2B+C$, $K_{tt'}=3B+C$; $K(x^2{-}y^2,xz)=K(x^2{-}y^2,yz)=3B+C$.

For $d^8$, $D^{(-1)}=\zeta^2(G_z-G_x)$. Here $G_k=E_{2k}/(E_{1k}E_{2k}-12B^2)$ is the diagonal element, for the singlet reached by $A_k$, of the inverse energy matrix. That singlet, at $E_{1k}=\Delta_k+8B+2C$, mixes with a second ${}^1T_2$ singlet at $E_{2k}$. The example has $\varepsilon_{xz}=\varepsilon_{yz}=0$, $\varepsilon_{xy}=1000$, $\varepsilon_e=10000$, $B=900$, $C=3600$, $\zeta=600$, and gives $D^{(0)}=-4.00$, $D^{(-1)}=+0.640$.

Q: A 16\% correction to $D^{(0)}$ leaves my relation a fair first estimate.

A: For these parameters. Without the mixing, using $1/x-1/y=(y-x)/xy$ and $E_{1x}-E_{1z}=\Delta_x-\Delta_z$,
\begin{equation}
\frac{D^{(-1)}}{D^{(0)}}\approx-\frac{\Delta_z\Delta_x}{(\Delta_z+8B+2C)(\Delta_x+8B+2C)} .
\end{equation}
For comparable gaps $\Delta_z\approx\Delta_x\approx\Delta$ its magnitude falls roughly as $[1+(8B+2C)/\Delta]^{-2}$; in general this expression is small when $8B+2C$ is large against the smaller of the two gaps. For small exchange the mixing is of order $B^2$, and expanding the denominators gives $-1+(8B+2C)(1/\Delta_z+1/\Delta_x)$. With $C=4B$ and the same field, the second-order ratio is $-0.033$, $-0.160$, $-0.443$, $-0.7325$, $-0.9966$ at $B=2700$, $900$, $300$, $100$, $1$ cm$^{-1}$. At $B=1$ the expansion predicts $D/D^{(0)}=16\,(1/9000+1/10000)=0.0034$, and full diagonalization at $\zeta=\pm5$ cm$^{-1}$, averaged over the two signs, gives 0.0034. Meanwhile $\Lambda$ contains neither $B$ nor $C$, so $g_\parallel-g_\perp$ at order $\zeta$ does not move along this scan. The limit has a direct meaning. Without repulsion the Hamiltonian is a sum of one-electron terms whose levels are Kramers pairs. One hole in each of two pairs gives four degenerate determinants, with no zero-field splitting among them, while each pair may have an anisotropic $g$. This picture needs one hole in each pair. At order $\zeta^2$ the pair from $z^2$ shifts by $\frac{\zeta^2}4\cdot\frac6{\Delta_x}$ and the pair from $x^2-y^2$ by $\frac{\zeta^2}4\big(\frac4{\Delta_z}+\frac2{\Delta_x}\big)$. The common part does not matter; the difference, $\zeta^2(1/\Delta_z-1/\Delta_x)=|D^{(0)}|$, favours both holes in one pair. Call it $d$. The two closed-shell singlets lie $3K$ above the triplet, with $K=4B+C$, are shifted by $\pm d$ and coupled by $K$, so the lower one is at $3K-\sqrt{K^2+d^2}$. The triplet therefore stays lowest while $d$ is below about $\sqrt8\,K=\sqrt2\,(8B+2C)$.

\section*{Doublets of $d^3$}

Q: Does $d^3$ only repeat this with other coefficients?

A: It repeats it and adds a channel. The ground state is $|xy,xz,yz|$. The commutator argument again gives $\Lambda_{kk}=4/\Delta_k$, and with $\lambda^2=\zeta^2/9$, $D^{(0)}=-\frac49\zeta^2(1/\Delta_z-1/\Delta_x)$. With spins listed in that orbital order, $|0,\frac32,\frac12\rangle=(\beta\alpha\alpha+\alpha\beta\alpha+\alpha\alpha\beta)/\sqrt3$.

First let $A_z$ act on the $xy$ electron. It becomes $x^2-y^2$ with factor $-2i\zeta s_z$, giving $-i\zeta(-\beta\alpha\alpha+\alpha\beta\alpha+\alpha\alpha\beta)/\sqrt3$, of squared norm $\zeta^2$. The overlap of $(-1,1,1)/\sqrt3$ with the quartet $(1,1,1)/\sqrt3$ is $\frac13$, so $\zeta^2/9$ is quartet and $8\zeta^2/9$ is doublet. Division by $2S-1=2$ gives $+\frac49\zeta^2$, again equal and opposite to the same-spin coefficient. The doublet part is $(-4,2,2)/3$, symmetric in the last two spins, which are thus coupled to $s_{23}=1$. For singly occupied orbitals the Coulomb energy within the configuration is a constant minus $\sum_{i<j}K_{ij}(\frac12+2\,\mathbf s_i\cdot\mathbf s_j)$. Here $K_{12}=K_{13}=3B+C$, and $\mathbf s_1\cdot\mathbf s_{23}=\frac12[S(S+1)-\frac34-2]$ is $\frac12$ for the quartet and $-1$ for the doublet. The doublet is higher by $3K_{12}$, so its mean energy is $\Delta_z+9B+3C$. It is not an eigenstate, because the Coulomb operator mixes it with other doublets.

Now let $A_z$ act on $xz$ and $yz$. In $\beta\alpha\alpha$ the Pauli principle forbids both moves. In the other two determinants, with one transposition where the down spin comes first,
\begin{align}
|xy,\overline{xz},yz|&\to-\tfrac{i\zeta}2|xy,\overline{yz},yz|-\tfrac{i\zeta}2|xy,\overline{xz},xz|\nonumber\\
&=\tfrac{i\zeta}2\big(|xy,yz,\overline{yz}|+|xy,xz,\overline{xz}|\big),\nonumber\\
|xy,xz,\overline{yz}|&\to\tfrac{i\zeta}2\big(|xy,yz,\overline{yz}|+|xy,xz,\overline{xz}|\big).
\end{align}
The amplitudes add to $i\zeta/\sqrt3$ on each determinant, squared norm $2\zeta^2/3$, coefficient $+\zeta^2/3$. This doublet lies inside $t_2^3$, where there is no excited quartet to pair it with. Each determinant has Coulomb energy $J_{tt}+2J_{tt'}-K_{tt'}=3A-3B+4C$, and moving the pair between $xz$ and $yz$ has element $K_{tt'}$. The sum lies at $3A+5C$, the difference at $3A-6B+3C$, and the ground state at $3(J_{tt'}-K_{tt'})=3A-15B$. So $E_b=15B+5C$ for the sum (${}^2T_2$) and $E_a=9B+3C$ for the difference. For $z$ both determinants have the orbital energy of the ground state, and within $t_2^3$ $G_z=1/E_b$. For $x$ they are $|yz,xy,\overline{xy}|$ at $+\delta$ and $|yz,xz,\overline{xz}|$ at $-\delta$, with $\delta=\varepsilon_{xy}-\varepsilon_{xz}$. In the sum and difference basis $\delta$ is the off-diagonal element, so $G_x=E_a/(E_aE_b-\delta^2)$ and
\begin{equation}
\frac{\zeta^2}3(G_z-G_x)=-\frac{\zeta^2}{3}\,\frac{\delta^2}{E_b(E_aE_b-\delta^2)} .
\end{equation}
Within $t_2^3$ alone this channel is quadratic in the distortion.

With $\varepsilon_{xy}=\delta=1000$, $\varepsilon_e=19000$, $B=700$, $C=2800$, $\zeta=250$ cm$^{-1}$ one has $\lambda=83.33$, $g_\parallel=1.96528$, $g_\perp=1.96723$, $E_a=14700$, $E_b=24500$, and in cm$^{-1}$
\begin{align}
D^{(0)}&=-\tfrac49\,250^2\,(1/18000-1/19000)=-0.0812,\nonumber\\
t_2^2e\ \text{unmixed}&:\ \tfrac49\,250^2\,(1/32700-1/33700)=+0.0252,\nonumber\\
t_2^3\ \text{unmixed}&:\ -\frac{250^2}3\,\frac{1000^2}{24500\,(14700\cdot24500-1000^2)}=-0.0024 .
\end{align}
The full doublet resolvent, evaluated numerically, changes these two to $0.02645$ and $-0.00234$ and adds a cross term $0.00516$ between the two parts of $A_k|0,\frac32,\frac12\rangle$, which Coulomb mixing of $t_2^3$ and $t_2^2e$ connects. The total is $D^{(-1)}=0.0293$, or $-0.36$ times $D^{(0)}$, and $D=-0.0520$ cm$^{-1}$ ($-1.56$ GHz).

\section*{A case with no $\Lambda$, and the exact levels}

Q: Is there a case where my formula returns nothing at all?

A: High-spin $d^5$. The state $M=\frac52$ fills the five up-spin orbitals; $L_k$ can only return each electron to its place, which gives $\operatorname{tr}l_k=0$. So $L_k|0\rangle=0$, $\Lambda=0$, $g=g_e$ at order $\zeta$ and $D^{(0)}=0$. With $\varepsilon_{xy}=1000$, $\varepsilon_e=9000$, $B=800$, $C=3200$, $\zeta=300$ cm$^{-1}$, the quartets in (\ref{dflip}) give numerically $D^{(-1)}=1.7416-1.7824=-0.0408$ cm$^{-1}$ ($-1.22$ GHz).

Q: All this is second-order theory. How do I know that the spin-changing states, and not higher orders, cause the discrepancy?

A: From the numerical check that follows this exchange. It diagonalizes $H_0+H_{SO}$ in the whole $d^n$ space and maps the lowest $2S+1$ states on $|0,S,M\rangle$ by the des Cloizeaux construction, for the energy and for the Zeeman operator. Running at $\zeta=\pm5$ cm$^{-1}$ separates the even part of the energy from the odd part $\delta g$ of $g$. It asserts that $\delta g=-2\lambda\Lambda$; that the traceless even part minus $\mathbf S\cdot(\lambda\,\delta g/2)\cdot\mathbf S$ equals the traceless part of (\ref{form}); and that, when the blocks of $H_{SO}$ joining different spins are deleted, this remainder vanishes while $\delta g$ still equals $-2\lambda\Lambda$. It also asserts that the change of the Zeeman matrix caused by those blocks grows about fourfold from $\zeta=10$ to $20$ cm$^{-1}$; the factors are 3.99, 4.005 and 4.000 for $d^8,d^3,d^5$. These tests are made in the tetragonal fields above, with split $e$ orbitals, and in random fields of no symmetry, and $D=0$ is confirmed in a cubic field.

At the full $\zeta$ the exact values of $D$ are $-3.16$, $-0.0507$ and $-0.0397$ cm$^{-1}$ ($-94.7$, $-1.52$, $-1.19$ GHz). Your relation, fed with the exact $g$ values (for $S>1$ averaged over the multiplet by projecting the Zeeman matrix on $\mathbf S$), gives $-3.96$, $-0.0828$ and $-0.0002$ cm$^{-1}$; for $d^5$, where $L_k$ vanishes within the sextet and does not fix $\lambda$, the last number uses $\lambda=\zeta/2S=60$ cm$^{-1}$. Relative to the exact $D$ it is too large in magnitude by 25\% for $d^8$ and 63\% for $d^3$, and it misses the $d^5$ value almost wholly. For $d^3$ the $g$ values of individual levels differ at order $\zeta^2$ ($g_\parallel=1.96465$ for $M=\pm\frac32$, $1.96455$ for $M=\pm\frac12$). Depending on which are paired, the relation gives $-0.082$ to $-0.087$ cm$^{-1}$, an excess of 62 to 72\%. The complete second-order sums are too large in magnitude by 6\%, 3\% and 3\%. Higher orders are thus visible for $d^8$: with the spin-changing blocks deleted the exact value is $-3.81$, not $-4.00$.

Q: Degenerate $e$ orbitals are a special choice. What happens when they split?

A: Equations (\ref{dflip}) and (\ref{form}) hold unchanged, but the closed forms for $x$ fail. $l_x$ joins $yz$ to $d_{y^2-z^2}=-\frac{\sqrt3}2d_{z^2}-\frac12d_{x^2-y^2}$, which is then no eigenfunction of the field, so $L_x|0\rangle$ mixes with other states. With $\varepsilon_{xy}=500$ and the same $B,C,\zeta$, the numbers in cm$^{-1}$ are these. For $d^8$ with $\varepsilon_{z^2}=8500$, $\varepsilon_{x^2-y^2}=10500$: $D^{(0)}=4.17$, $D^{(-1)}=-0.67$, exact $2.94$. For $d^3$ with 17000 and 20000: $0.146$, $-0.056$, exact $0.099$. For $d^5$ with 8000 and 10000: $0$, $0.042$, exact $0.046$. For these fields the signs are reversed and the ratios $D^{(-1)}/D^{(0)}$ are close to the earlier ones; the ratio is not a constant of the ion and need not stay close where $D^{(0)}$ is small. The higher orders are larger here: the $d^8$ second-order sum, $4.17-0.67$, exceeds the exact $D$ by 19\% of the latter, an amount comparable with $D^{(-1)}$ itself, and for $d^3$ and $d^5$ the sums fall about 9\% short. I have not traced which states cause this. Since the small-$\zeta$ tests hold for these fields, the difference is of order beyond $\zeta^2$.

Q: When may I still use the relation?

A: In this model, as the same-spin part of $D$, for a highest-spin, orbitally nondegenerate ground state with $\zeta\ll\Delta_b$. It approaches the whole second-order $D$ when the states of spin $S-1$ reached by $A_k$ lie far above those of spin $S$, or when their $zz$ and $xx$ sums in (\ref{dflip}) cancel. Where a change of the field carries $D^{(0)}$ through zero, $D^{(-1)}$ need not vanish exactly with it, and the relation then gives none of the second-order $D$. $D^{(-1)}$ can be small there as well, so that higher orders decide. For $d^8$ with $\varepsilon_{xy}=500$, $\varepsilon_{x^2-y^2}=10500$ and the same $B,C,\zeta$, $D^{(0)}$ vanishes at $\varepsilon_{z^2}\approx9839$, where $D^{(-1)}=-0.0016$, the exact $D$ is $-0.090$, and the relation fed with the exact $g$ values gives $-0.065$ cm$^{-1}$. For a ground state below the highest spin the step $A_k=\pm\frac\zeta2L_k$ is lost, so even $D^{(0)}$ is no longer tied to $\Lambda$, and spin $S+1$ contributes too: its projector has numerator $(X+1)(X+S+1)=X^2+(S+2)X+S+1$, with symmetric part $(S+1)^2\delta_{kl}-\frac12\{S_k,S_l\}$, hence the same sign as (\ref{dflip}). Outside the model, the dipolar spin-spin coupling adds to $D$ in first order with no term in $g$, and covalency alters the matrix elements of $\mathbf l$ and of the spin-orbit operator by different factors.

\section*{Calculated quantities}
\begin{verbatim}
g_e = 2.002319; 1 cm^-1 = 29.9792 GHz; energies in cm^-1
d8: e_xy=1000 e_xz=e_yz=0 e_e=10000 B=900 C=3600 zeta=600 lam=-300.00
 Delta_z=9000 Delta_x=10000; Lam_zz=4.4444e-04 Lam_xx=4.0000e-04 cm
 order zeta: g_par=2.26899 g_perp=2.24232 lam*dg/2=-4.00000
 D_same=-4.00000 D_flip=0.64034 sum=-3.35966 (-100.720 GHz)
 D_flip/D_same = -0.1601
 singlet weight/zeta^2 = 1.0000; 12B^2 = 9.7200e+06 cm^-2
 E1z=23400 E1x=24400 E2z=35300 E2x=34300
 G_z=4.32439e-05 G_x=4.14652e-05 cm; without 1T2 mixing D_flip=0.63052
 exact: D=-3.15965 (-94.724 GHz) g_par=2.25409 g_perp=2.22770
 exact: lam*dg/2=-3.95818; D without spin-flip blocks=-3.81123
 spin-flip change of Zeeman matrix, zeta 20 vs 10: factor 3.989
d3: e_xy=1000 e_xz=e_yz=0 e_e=19000 B=700 C=2800 zeta=250 lam=83.33
 Delta_z=18000 Delta_x=19000; Lam_zz=2.2222e-04 Lam_xx=2.1053e-04 cm
 order zeta: g_par=1.96528 g_perp=1.96723 lam*dg/2=-0.08122
 D_same=-0.08122 D_flip=0.02927 sum=-0.05195 (-1.557 GHz)
 D_flip/D_same = -0.3604
 doublet weights/zeta^2: t2^2e 0.8889, t2^3 0.6667
 Ea=14700 Eb=24500 Dz+Ea=32700 Dx+Ea=33700
 D_flip channels: t2^2e 0.02645, t2^3 -0.00234, cross 0.00516
 unmixed estimates: t2^2e 0.02521, t2^3 -0.00237
 exact: D=-0.05065 (-1.518 GHz) g_par=1.96464 g_perp=1.96662
 exact: lam*dg/2=-0.08280; D without spin-flip blocks=-0.08152
 spin-flip change of Zeeman matrix, zeta 20 vs 10: factor 4.005
d5: e_xy=1000 e_xz=e_yz=0 e_e=9000 B=800 C=3200 zeta=300 lam=60.00
 Delta_z=8000 Delta_x=9000; Lam_zz=0.0000e+00 Lam_xx=0.0000e+00 cm
 order zeta: g_par=2.00232 g_perp=2.00232 lam*dg/2=0.00000
 D_same=0.00000 D_flip=-0.04076 sum=-0.04076 (-1.222 GHz)
 D_flip_zz=1.74163 D_flip_xx=1.78239
 exact: D=-0.03969 (-1.190 GHz) g_par=2.00199 g_perp=2.00200
 exact: lam*dg/2=-0.00023; D without spin-flip blocks=-0.00000
 spin-flip change of Zeeman matrix, zeta 20 vs 10: factor 4.000
d8 scan, same field, C=4B: B, D_flip/D_same, exact D/D_same (even part, zeta=5)
 B=1: -0.9966  0.0034
 B=100: -0.7325  0.2675
 B=300: -0.4426  0.5574
 B=900: -0.1601  0.8399
 B=2700: -0.0334  0.9666
split e orbitals (e_xy=500, e_xz=e_yz=0), same B, C, zeta:
 d8 z2=8500 x2-y2=10500: D_same=4.17234 D_flip=-0.66664 exact D=2.94108
 d3 z2=17000 x2-y2=20000: D_same=0.14593 D_flip=-0.05609 exact D=0.09898
 d5 z2=8000 x2-y2=10000: D_same=0.00000 D_flip=0.04167 exact D=0.04554
\end{verbatim}
